How Acceptor Charge Narrows the Subband Spacing of a Symmetric Fin

**1. What goes wrong with an empty box**

Suppose the width of a doped semiconductor fin is to be inferred from the spacing of its two lowest electron subbands, and the fin is treated as an empty box. For the silicon-like fin worked out below, 10 nm wide with 10¹⁸ acceptors per cm³, the model spacing is 9.37 meV, while the empty box gives 12.26 meV. Since the box spacing varies as 1/W², the inferred width would be 10 nm × √(12.26/9.37) = 11.4 nm. The error of 1.4 nm comes from leaving out the electrostatic potential of the acceptors.

The correction has a simple form. To first order in the doping, the spacing falls by

R = 3q²NW²/(16π²ε).

Here q > 0 is the elementary charge, N the number of ionised acceptors per unit volume, W the fin width and ε the permittivity of the fin.

**2. The model**

The coordinate x runs across the fin from its centre, and the walls are at x = ±W/2. The following is assumed.

- The walls are impenetrable.
- The two gates are alike and carry the same voltage.
- Every acceptor is ionised, and its charge is smeared uniformly.
- The fin is infinitely tall, so only the motion across the width is quantised and there is no top gate.
- Mobile charge is negligible, as it is well below threshold.
- Both subbands belong to one valley ladder: they have the same confinement mass m and differ only in the quantum number n.

The last assumption is a real restriction, and section 8 shows what happens without it. Spacings are taken at equal wavevector parallel to the walls, so the energy of motion along the walls cancels.

**3. The potential made by the acceptors**

The charge density is −qN. Poisson's equation φ″ = −ρ/ε becomes

φ″ = qN/ε.

One integration gives φ′ = qNx/ε + c. The structure is symmetric, so φ is even, φ′(0) = 0 and c = 0. A second integration gives

φ(x) = φ(0) + qNx²/(2ε).

The common gate voltage enters through φ(0) alone. It moves all levels together and drops out of the spacing, so energy is measured from the centre of the fin. An electron has charge −q, and its potential energy is

U(x) = −q[φ(x) − φ(0)] = −Kx², K = q²N/(2ε).

This is a hump with its top at the centre. Negative acceptors repel electrons, and the repulsion pushes them towards the walls. The drop from centre to wall is

D = K(W/2)² = KW²/4.

**4. The two orders of perturbation theory**

Let H₀ have nondegenerate levels eₙ and normalised states ψₙ, and add a small U. Write the state as ψₙ + ψ⁽¹⁾ + ψ⁽²⁾ + … with the corrections orthogonal to ψₙ, and the energy as eₙ + E⁽¹⁾ + E⁽²⁾ + …. Collecting the terms of first and second order in U gives

(H₀ − eₙ)ψ⁽¹⁾ = (E⁽¹⁾ − U)ψₙ,
(H₀ − eₙ)ψ⁽²⁾ = (E⁽¹⁾ − U)ψ⁽¹⁾ + E⁽²⁾ψₙ.

Take the overlap of the first equation with ψₙ. The left side vanishes because H₀ acts to the left as eₙ, so

E⁽¹⁾ = ⟨n|U|n⟩.

The overlap with another state ψⱼ gives (eⱼ − eₙ)⟨j|ψ⁽¹⁾⟩ = −⟨j|U|n⟩. This is the amount of ψⱼ mixed in:

⟨j|ψ⁽¹⁾⟩ = ⟨j|U|n⟩/(eₙ − eⱼ).

The overlap of the second equation with ψₙ gives E⁽²⁾ = ⟨n|U|ψ⁽¹⁾⟩, hence

E⁽²⁾ = Σⱼ≠ₙ |⟨j|U|n⟩|²/(eₙ − eⱼ).

**5. The reduction**

The empty box has

ψₙ = √(2/W) sin[nπ(x/W + 1/2)], eₙ = n²A, A = π²ħ²/(2mW²),

with n = 1, 2, 3, …. Its lowest spacing is 4A − A = 3A. The first-order shift is −K⟨x²⟩ₙ, so the mean square position is needed. With 2sin²θ = 1 − cos 2θ,

ψₙ² = (1/W)[1 − cos(2nπx/W + nπ)] = (1/W)[1 − (−1)ⁿ cos(ax)], a = 2nπ/W.

The constant term contributes (1/W) × 2(W/2)³/3 = W²/12. For the cosine term, integrate by parts between −W/2 and W/2:

∫x² cos(ax) dx = [x² sin(ax)/a] − (2/a)∫x sin(ax) dx.

The bracket vanishes because sin(aW/2) = sin nπ = 0. A second integration by parts gives

∫x sin(ax) dx = [−x cos(ax)/a] + (1/a)∫cos(ax) dx = −W(−1)ⁿ/a + 0.

Therefore

∫x² cos(ax) dx = 2W(−1)ⁿ/a² = (−1)ⁿW³/(2π²n²).

Multiplying by −(−1)ⁿ/W and adding the constant term,

⟨x²⟩ₙ = W²[1/12 − 1/(2π²n²)].

The first-order shifts are

ΔEₙ = −KW²[1/12 − 1/(2π²n²)].

Both levels fall, because U is negative everywhere except at the centre. The second falls further, because its density is zero at the centre and lies nearer the walls. In the difference the 1/12 cancels:

ΔE₂ − ΔE₁ = −(KW²/2π²)(1 − 1/4) = −3KW²/(8π²).

Inserting K = q²N/(2ε),

E₂ − E₁ = 3π²ħ²/(2mW²) − 3q²NW²/(16π²ε).

The second term is −R. It is proportional to NW² and does not contain the mass, because the box densities do not depend on mass. One factor W² arises because the hump is quadratic and the densities stretch with the fin. With D in place of K the result reads R = 3D/(2π²), about 15% of the centre-to-wall drop.

Two further cases follow at once. Ionised donors reverse the sign of K and widen the spacing at this order. For large n every shift tends to −KW²/12, the average of U over a uniform density, so the correction to the spacing of neighbouring high levels tends to zero.

**6. The same result from enclosed charge**

A second route shows which charge matters most. Let the negative charges have any even number density ν(x), and let M(x) be the number per unit area between the centre and x > 0. Gauss's law gives φ′ = qM/ε, so U′ = −q²M/ε. By definition

R = −∫(ψ₂² − ψ₁²)U dx.

Define G(x) as the integral of ψ₂² − ψ₁² from 0 to x. With θ = 2πx/W, the densities are ψ₁² = (1 + cos θ)/W and ψ₂² = (1 − cos 2θ)/W, so

G = −(1/2π)(sin θ + ½ sin 2θ) = −(1/2π) sin θ (1 + cos θ).

G vanishes at x = 0 and at x = W/2, and it is negative between them. Using evenness and integrating by parts,

R = −2∫G′U dx = 2∫GU′ dx = (2q²/ε)∫|G|M dx,

with all three integrals from 0 to W/2. Every factor is positive. Any symmetric negative charge inside the fin therefore reduces the spacing at first order, and for a given total it does more when it is gathered near the centre, where it makes M larger.

For uniform acceptors M = Nx = NWθ/(2π) and dx = W dθ/(2π), so

R = (2q²N/ε)(W²/4π²)(1/2π)∫θ(sin θ + ½ sin 2θ) dθ,

with θ from 0 to π. The two parts of the integral are π and −π/4, which add to 3π/4. The result is again 3q²NW²/(16π²ε).

**7. Where first order stops being enough**

The next order needs the matrix elements of x² between different states. If n and j have opposite parity, the integrand is odd and the element is zero. If they have equal parity, write

ψₙψⱼ = (1/W){cos[(n−j)π(x/W + ½)] − cos[(n+j)π(x/W + ½)]}.

Both n−j and n+j are even. For an even integer p = 2s, the cosine is (−1)ˢ cos(2sπx/W), and the integral of section 5 with s in place of n gives 2W³/(π²p²). Thus

⟨n|x²|j⟩ = (2W²/π²)[1/(n−j)² − 1/(n+j)²] = 8W²nj/[π²(n²−j²)²].

With eₙ − eⱼ = −(j² − n²)A, the second-order shift is

Eₙ⁽²⁾ = −[64K²W⁴/(π⁴A)] Σⱼ n²j²/(j² − n²)⁵,

where j runs over the other levels of the same parity. For n = 1 the leading term of the sum is 9/8⁵ = 2.75 × 10⁻⁴. For n = 2 it is 64/12⁵ = 2.57 × 10⁻⁴. The two levels are lowered by nearly equal amounts, and the spacing hardly changes at second order. This near cancellation does not by itself make the expansion valid; the mixing of states must also be small. The coupling of level 1 to level 3 is K × 3W²/(8π²), which equals R, and their separation is 8A. The mixed-in amplitude therefore has size R/(8A).

The relative reduction is

R/(3A) = mq²NW⁴/(8π⁴ħ²ε) = (W/W₀)⁴, W₀⁴ = 8π⁴ħ²ε/(mq²N).

At W = W₀ the first-order spacing is zero, which cannot be right. Two states of equal energy that both vanish at a wall would solve the same second-order equation with proportional starting slopes, so they would be the same state. The true spacing is positive at any finite width, and the formula has to be given up before W₀ is reached.

**8. Two subbands from different ladders**

If the two lowest subbands are the n = 1 states of two ladders with different masses, both shift by −KW²[1/12 − 1/(2π²)]. The spacing between their minima, which is the spacing meant for different ladders, is then unchanged at first order. Silicon shows both cases, depending on the sidewalls. Its valleys have a longitudinal mass of about 0.92 and a transverse mass of about 0.19, in electron masses.

With (100) sidewalls, two valleys have confinement mass 0.92 and four have 0.19. In units of the heavy A, the heavy levels lie at 1 and 4 and the lowest light level at 0.92/0.19 = 4.8. In an infinitely tall fin the two lowest subbands are n = 1 and n = 2 of the heavy ladder, and the result applies. Section 10 shows what a finite height changes.

With (110) sidewalls, four valleys are tilted by 45° to the confinement direction. Their inverse confinement mass is ½(1/0.92 + 1/0.19), which gives m = 0.315. The tilt also couples motion across and along the fin, but completing the square in the transverse wavevector turns this coupling into a phase factor, which changes neither the density nor the wall condition. The other two valleys have mass 0.19. Now the two lowest subbands are n = 1 states of different ladders.

**9. Worked example**

Take (100) sidewalls, W = 10 nm, N = 10¹⁸ cm⁻³, m = 0.92 and relative permittivity 11.7. These are rough values for a narrow doped silicon fin. The box levels are 4.087 and 16.349 meV, and the undoped spacing is 12.262 meV. The centre-to-wall drop is D = 19.33 meV, so

R = 3 × 19.33 meV/(2π²) = 2.94 meV.

The separate shifts follow from K = 4D/W² = 0.773 meV/nm² and the mean squares 3.267 and 7.067 nm². They are −2.53 and −5.46 meV. Numerical summation of the Coulomb energies of thin charged sheets, averaged over the two densities, also gives a reduction of 2.938 meV.

The reduction is 24% of the undoped spacing and leaves 9.32 meV. Diagonalizing the same hard-wall model gives 9.37 meV, a reduction of 2.89 meV; first order overestimates the reduction by 1.5%. The second-order shifts are −0.267 and −0.252 meV, and they return 0.016 meV to the spacing. The remaining 0.028 meV of the difference is of higher order. The mixing amplitude, to first order, is 2.94/(8 × 4.087) = 0.09.

At fixed width, raising N to 3 × 10¹⁸ cm⁻³ gives a reduction of 8.81 meV at first order against 7.81 meV by diagonalization, so the formula is then 13% too high relative to the latter. At 10¹⁷ cm⁻³ both give 0.294 meV.

At N = 10¹⁸ cm⁻³, W₀ is 14.3 nm. The spacing at other widths is:

- 8 nm: 17.28 meV at first order, 17.29 meV diagonalized;
- 12 nm: 4.28 and 4.52 meV;
- 20 nm: −8.69 and 0.002 meV.

The last line can be understood from the numbers already found. At 20 nm the box energy of level 2 is 16.35/4 = 4.09 meV and its shift is −5.46 × 4 = −21.9 meV. Their sum, −17.8 meV, is the mean energy of an odd trial state and hence an upper bound on the lowest odd level. The lowest even level lies lower still, so both are below the top of the hump, which is at zero. The wavefunctions then decay towards the centre. In one half of the fin the even and odd states differ only in the condition at the centre, zero slope against zero value, and this matters little where the wavefunction is small. The pair has become two wall states split by tunnelling through the hump.

The proportionality was tested at widths of 5, 8 and 12 nm for masses 0.92 and 0.19. The slope of the diagonalized spacing with doping, taken at zero doping, agrees with the formula within 2 parts in 10⁴, and for mass 0.92 its width exponent is 2.0000.

For (110) sidewalls at the same width and doping, the undoped lowest spacing is 7.85 meV, and doping changes it by +0.04 meV. The small remainder is mostly of second order. Since E⁽²⁾ is proportional to mass, the heavier state falls further by 0.267 × (0.315 − 0.19)/0.92 = 0.036 meV.

**10. The model beside a real fin**

The example is a special choice of doping and orientation. In a lightly doped fin R is small, and in a fin with (110) sidewalls the formula does not apply to the two lowest subbands. Full depletion is safe: each gate could deplete about 35 nm, and only 5 nm is needed. The dopant field at the wall is 0.077 MV/cm. The other assumptions have the following costs for this fin, with rough input values.

- **Oxide penetration.** A barrier of 3.1 eV with oxide mass 0.5 lowers the undoped spacing to 11.85 meV and raises the diagonalized reduction from 2.89 to 2.99 meV.
- **Image energy.** Counting the first image in each wall, with thick oxide of relative permittivity 3.9, the spacing rises by 2.1 meV at first order. For this fin that offsets about 70% of the doping effect, but its own first-order shift does not depend on N. Acting together with the dopant potential, it also changes the reduction itself by a few per cent, which R leaves out. A nearby metal gate is not included.
- **Order of the ladders.** With penetration and doping, the light level lies 4.0 meV above the second heavy one. The image energy would cut this to a little under 2 meV, so the order assumed here is not secure in a real fin.
- **Finite height.** The heavy valleys have mass 0.19 along the height H. For H = 30 nm the lowest height level is π²ħ²/(2mH²) = 2.2 meV, and the next lies 3 × 2.2 = 6.6 meV higher, below the n = 2 level at 9.37 meV. In such a fin the second subband is therefore a height excitation, and R describes only the n = 1 to n = 2 spacing at equal height quantum number. Two of the light valleys have mass 0.92 along the height, so they drop by 1.7 meV relative to the heavy ones, which nearly closes the margin of the previous item. A top gate also bends the potential near the top; with gates placed at the surfaces it lowers the reduction by about 5% at this height.
- **Mobile charge.** A sheet density of 10¹¹ cm⁻², spread thermally over both ladders at 300 K, adds about 0.4 meV to the reduction (0.43 meV at first order with the box densities). The same number of acceptors would add about 0.3 meV. The n = 1 density is gathered near the centre, which by section 6 makes it more effective.
- **Geometry and band shape.** A fin narrower by 0.3 nm has a doped spacing larger by 0.93 meV. Nonparabolicity of 0.5 per eV lowers the spacing by 0.13 meV.
- **Discrete acceptors.** A fin 30 nm high under a 20 nm gate holds 6 acceptors on average. Poisson scatter in their number alone spreads R by 1.2 meV, or 41%; with each acceptor smeared into a sheet at a random position across the width, the first-order spread grows to about 1.7 meV. Over many fins the first-order shifts average to R, but the actual reductions need not. Randomly placed acceptors make the potential of a single fin lopsided, which couples levels 1 and 2 and tends to push them apart. The mean reduction can then lie well below R, and the smooth formula should not be used to predict the spacing of an individual fin with so few acceptors.

At 300 K the thermal energy is 25.9 meV, and a mobility of 300 cm²/Vs implies a collision broadening of about 20 meV. Both exceed the spacing. The two subbands would not appear as separate levels in such a fin at room temperature, and the shift would act through averages over overlapping subbands. The numerical output below gives the values used here, apart from the finite-height and position-scatter estimates.

Computed results

```
fin width: 10.0 nm; acceptor density: 1.0e+18 cm^-3
masses: longitudinal 0.92, transverse 0.19 (electron masses)
relative permittivity: fin 11.7, oxide 3.9
oxide barrier: 3.1 eV; oxide mass: 0.5 electron masses
temperature: 300 K; thermal energy: 25.85 meV
centre-to-wall energy drop: 19.33 meV
level 1: undoped energy 4.087 meV, mean x^2 3.267 nm^2
level 1: first-order shift -2.527 meV, second-order -0.2672 meV
level 2: undoped energy 16.349 meV, mean x^2 7.067 nm^2
level 2: first-order shift -5.465 meV, second-order -0.2517 meV
undoped spacing: 12.262 meV
first-order reduction, formula: 2.938 meV
first-order reduction, Coulomb sheets: 2.938 meV
relative first-order reduction: 24.0 %
first-order spacing: 9.324 meV
diagonalized spacing: 9.367 meV
diagonalized reduction: 2.894 meV
second-order change of spacing: 0.0155 meV
width exponent from diagonalized slopes: 2.0000
width where first-order spacing vanishes: 14.29 nm
N = 1e+17 cm^-3, W = 10 nm: reduction first-order 0.294, diagonalized 0.294 meV
N = 3e+17 cm^-3, W = 10 nm: reduction first-order 0.881, diagonalized 0.879 meV
N = 1e+18 cm^-3, W = 10 nm: reduction first-order 2.938, diagonalized 2.894 meV
N = 3e+18 cm^-3, W = 10 nm: reduction first-order 8.815, diagonalized 7.810 meV
W = 6 nm, N = 1e+18 cm^-3: spacing first-order 33.003, diagonalized 33.004 meV
W = 8 nm, N = 1e+18 cm^-3: spacing first-order 17.279, diagonalized 17.286 meV
W = 12 nm, N = 1e+18 cm^-3: spacing first-order 4.284, diagonalized 4.522 meV
W = 20 nm, N = 1e+18 cm^-3: spacing first-order -8.687, diagonalized 0.002 meV
(100) walls, doped: light level 1 above heavy level 2 by 6.58 meV
(110) walls: confinement masses 0.315 and 0.19 electron masses
(110) walls: undoped lowest spacing 7.85 meV, change on doping +0.039 meV
finite barrier: undoped spacing 11.853 meV
finite barrier: doping reduction 2.989 meV
finite barrier, doped: light level 1 above heavy level 2 by 3.98 meV
image energy, change of spacing: +2.08 meV
acceptor sheet density N W: 1.0e+12 cm^-2
mobile sheet density 1e+11 cm^-2: extra reduction 0.427 meV
nonparabolicity 0.5 /eV: change of spacing -0.125 meV
fin narrower by 0.3 nm: change of doped spacing +0.93 meV
fin height 30 nm, gate length 20 nm: mean acceptor number 6.0
acceptor-number spread of the reduction: 1.20 meV
mobility 300 cm2/Vs: collision broadening 20.3 meV
dopant field at the wall: 0.0773 MV/cm
intrinsic density: 1e+10 cm^-3; maximum depletion depth per gate: 35.1 nm
```
